**Nonnegative mobility spectra: uniqueness, hidden carriers and regularisation**

The program studies Z(B) = σ_xx + iσ_xy = Σ s(μ)/(1 − iμB), where μ is the signed mobility, B the magnetic field and s ≥ 0 the sheet conductivity per carrier or bin. It asserts that three sharp carriers are recovered from noise-free data at zero field and three positive fields. For broad lines, it compares the largest conductivity a hidden carrier can have, computed from a matrix G built from the data, with linear programming. Quadrature confirms the exponential damping of ripples in ln|μ|. For Tikhonov inversion with strength α, the program asserts the optimality conditions, the bias formula on a fixed active set, the noise bound 1/(2√α) and the benefit of positivity in the metric AᵀA + α, where A is the kernel matrix. The output shows an alternative four-carrier spectrum that fits the broad-line data, and a total error that is smallest at intermediate α. In the recovered spectrum, the conductivities of the three groups are within about 1.3% of the model values, while the main peak is about 20% too low.

## Check in Python

```python
# Nonnegative mobility spectrum from magnetoconductivity.
# Result under test: Z(B) = sigma_xx + i sigma_xy = sum s(mu)/(1 - i mu B), s >= 0.
#  * n positive fields plus B=0 fix uniquely any spectrum of at most n carriers;
#    otherwise a carrier at mu0 may hold up to 1/(v^H G^-1 v), G built from data.
#  * ripples in ln|mu| are damped exponentially in the data.
#  * nonnegative Tikhonov inversion has explicit bias and noise gain <= 1/(2 sqrt(alpha)).
# mu: signed mobility in m^2/(V s), holes > 0; B: field in T; s, Z: sheet values in mS;
# alpha: regularisation parameter (dimensionless); eps: rms error of each datum in mS.
import numpy as np
from scipy.constants import e as charge
from scipy.integrate import quad
from scipy.optimize import nnls, linprog, brentq

rng = np.random.default_rng(1)


def kernel(B, mu):
    return 1 / (1 - 1j * np.outer(B, mu))


def real_rows(B, mu):
    k = kernel(B, mu)
    return np.vstack([k.real, k.imag[np.asarray(B) > 0]])


# ---- forward model from the steady-state velocity equation
for mu_test in (-0.8, 0.2):
    b = 3.0
    response = np.linalg.inv(np.array([[1, -mu_test * b], [mu_test * b, 1]]))
    z = kernel([b], [mu_test])[0, 0]
    assert np.allclose([response[0, 0], response[0, 1]], [z.real, z.imag])
    rho = np.linalg.inv(response)
    assert np.isclose(z, 1 / (rho[0, 0] - 1j * rho[1, 0]))
    step = 1e-6 * (1 + 2j)
    shifted = 1 / (rho[0, 0] - 1j * rho[1, 0] + step)
    assert abs((shifted - z) / step + z**2) < 1e-5

# ---- model spectrum on a signed logarithmic grid
centres = np.array([-0.8, -0.1, 0.2])
strengths = np.array([0.6, 0.3, 0.1])
log_width = 0.3


def model_spectrum(n_side):
    y = np.linspace(np.log(0.01), np.log(10), n_side)
    mu = np.concatenate([-np.exp(y[::-1]), np.exp(y)])
    s = np.zeros(mu.size)
    for c, w in zip(centres, strengths):
        line = np.exp(-0.5 * (np.log(np.abs(mu / c)) / log_width)**2)
        line *= np.sign(mu) == np.sign(c)
        s += w * line / line.sum()
    return mu, s, y[1] - y[0]


mu, truth, dy = model_spectrum(40)
print("Model mobilities [m^2/(V s)]:", centres)
print("Model conductivities [mS]:", strengths, " log-width:", log_width)

# ---- noise-free data at few fields: uniqueness and nonuniqueness
few = np.array([0.0, 1.0, 3.0, 9.0])


def gram_from_data(B, Z):
    total = B[:, None] + B[None, :]
    total[0, 0] = 1.0
    G = (B[:, None] * Z.conj()[:, None] + B[None, :] * Z[None, :]) / total
    G[0, 0] = Z[0].real
    return G


def kernel_roots(B, c):
    poly = np.zeros(B.size, complex)
    for j in range(B.size):
        term = np.array([c[j]], complex)
        for k in range(B.size):
            if k != j:
                term = np.convolve(term, [-1j * B[k], 1])
        poly += term
    r = np.roots(poly)
    assert np.all(np.abs(r.imag) < 1e-6 * (1 + np.abs(r.real)))
    return np.sort(r.real)


def largest_mass(G, B, mu0):
    v = kernel(B, [mu0])[:, 0].conj()
    return 1 / (v.conj() @ np.linalg.solve(G, v)).real


def lp_largest_mass(B, data, mu0, others):
    grid = np.concatenate([[mu0], others])
    cost = np.zeros(grid.size)
    cost[0] = -1
    res = linprog(cost, A_eq=real_rows(B, grid), b_eq=data, method="highs",
                  options={"primal_feasibility_tolerance": 1e-9,
                           "dual_feasibility_tolerance": 1e-9})
    assert res.status == 0, res.message
    return -res.fun


dense = model_spectrum(300)[0]
G3 = gram_from_data(few, kernel(few, centres) @ strengths)
eigval, eigvec = np.linalg.eigh(G3)
assert abs(eigval[0]) < 1e-12 < 1e-7 < eigval[1]
found = kernel_roots(few, eigvec[:, 0])
assert np.allclose(found, np.sort(centres), atol=1e-6)
hidden = lp_largest_mass(few, real_rows(few, centres) @ strengths, -0.3,
                         np.concatenate([centres, dense]))
assert hidden < 1e-3
print("Fields of the noise-free test [T]:", few)
print("Three sharp carriers, recovered mobilities [m^2/(V s)]:", np.round(found, 6))
print(f"Sharp case, largest hidden carrier at -0.3 m^2/(V s): {abs(hidden):.4f} mS")

Z_few = kernel(few, mu) @ truth
G = gram_from_data(few, Z_few)
V = kernel(few, mu).conj()
assert np.allclose(G, (V * truth) @ V.conj().T)
print(f"Broad case, smallest eigenvalue of G: {np.linalg.eigvalsh(G)[0]:.3e} mS")
for mu0 in (-0.8, -0.3, 0.5):
    v0 = kernel(few, [mu0])[:, 0].conj()
    nodes = np.append(kernel_roots(few, np.linalg.solve(G, v0)), mu0)
    weights = np.array([largest_mass(G, few, m) for m in nodes])
    assert np.all(weights > 0)
    assert np.allclose(kernel(few, nodes) @ weights, Z_few, atol=1e-7)
    lp = lp_largest_mass(few, real_rows(few, mu) @ truth, mu0,
                         np.concatenate([nodes[:-1], mu, dense]))
    assert abs(lp - weights[-1]) < 1e-3 * weights[-1] + 1e-6
    print(f"Broad case, largest carrier at {mu0:+.1f} m^2/(V s): {weights[-1]:.4f} mS")
    if mu0 == -0.3:
        alternative = (nodes, weights)
print("Alternative exact fit, mobility [m^2/(V s)] and conductivity [mS]:")
for m, w in zip(*alternative):
    print(f"   {m:+10.4f}   {w:.4f}")

# ---- damping of ripples in ln|mu|
for omega in (1.0, 3.0):
    xy = quad(lambda t: 0.5 / np.cosh(t) * np.cos(omega * t), -35, 35, limit=400)[0]
    xx = quad(lambda t: 0.5 / np.cosh(t)**2 * np.cos(omega * t),
              -35, 35, limit=400)[0] / omega
    assert abs(xy - np.pi / 2 / np.cosh(np.pi * omega / 2)) < 1e-8
    assert abs(xx - np.pi / 2 / np.sinh(np.pi * omega / 2)) < 1e-8
eps = 1e-3
y = np.linspace(-10, 10, 4001)
density = np.exp(-y**2 / 2) / np.sqrt(2 * np.pi)
log_field = np.linspace(-4, 4, 401)
print(f"Error of each datum: {eps:.3f} mS")
for period in (1.0, 2.0):
    ripple = density * np.cos(2 * np.pi * y / period)
    change = kernel(np.exp(log_field), np.exp(y)) @ ripple * (y[1] - y[0])
    biggest = [np.abs(change.real).max(), np.abs(change.imag).max()]
    print(f"Full ripple, period {period:.0f} in ln mu, 1 mS Gaussian of width 1:"
          f" max change xx {biggest[0]:.3e}, xy {biggest[1]:.3e} mS")
    if period == 1.0:
        predicted = np.pi * density.max() * np.exp(-np.pi**2 + np.pi**2 / 8)
        assert abs(biggest[1] / predicted - 1) < 1e-3
        assert biggest[0] < 1.001 * predicted and max(biggest) < eps
        print(f"   formula for period 1: {predicted:.3e} mS")
limit = np.pi**2 / np.log(np.pi * density.max() / eps)
print(f"Peak density C: {density.max():.4f} mS; resolution in ln mu: {limit:.3f}"
      f" (mobility ratio {np.exp(limit):.2f})")

# ---- regularised nonnegative inversion
fields = np.concatenate([[0.0], np.geomspace(0.1, 12, 20)])
A = real_rows(fields, mu)
n_data, n_bins = A.shape
clean = A @ truth
fine_mu, fine_s, _ = model_spectrum(400)
assert np.abs(real_rows(fields, fine_mu) @ fine_s - clean).max() < 0.01 * eps
U, sv, Vt = np.linalg.svd(A, full_matrices=False)


def recover(alpha, data):
    stacked = np.vstack([A, np.sqrt(alpha) * np.eye(n_bins)])
    return nnls(stacked, np.concatenate([data, np.zeros(n_bins)]), maxiter=5000)[0]


def unconstrained(alpha, data):
    return Vt.T @ (sv / (sv**2 + alpha) * (U.T @ data))


def metric_norm(alpha, u):
    return np.sqrt(np.sum((A @ u)**2) + alpha * np.sum(u**2))


# optimality, bias identity and linear noise response on the active set
alpha = 1e-3
noise = eps * rng.standard_normal(n_data)
x = recover(alpha, clean + noise)
gradient = A.T @ (A @ x - clean - noise) + alpha * x
F = x > 0
assert gradient.min() > -1e-9 and np.abs(gradient[F]).max() < 1e-9
AF, AC = A[:, F], A[:, ~F]
H = AF.T @ AF + alpha * np.eye(F.sum())
shift = np.linalg.solve(H, AF.T @ (AC @ truth[~F] + noise) - alpha * truth[F])
assert np.allclose(x[F] - truth[F], shift, atol=1e-8)
kick = 1e-9 * rng.standard_normal(n_data)
moved = recover(alpha, clean + noise + kick) - x
expected = np.linalg.solve(H, AF.T @ kick)
assert np.linalg.norm(moved[F] - expected) < 1e-2 * np.linalg.norm(expected)

alphas = np.array([1e-8, 1e-6, 1e-4, 1e-2, 1.0, 100.0])
draws = eps * rng.standard_normal((40, n_data))
table, clean_norms = [], []
for alpha in alphas:
    x_clean = recover(alpha, clean)
    clean_norms.append(np.linalg.norm(x_clean))
    sample = np.array([recover(alpha, clean + d) for d in draws])
    for i, d in enumerate(draws):
        free = unconstrained(alpha, clean + d)
        assert (metric_norm(alpha, sample[i] - truth)
                <= metric_norm(alpha, free - truth) * (1 + 1e-6) + 1e-9)
        gap = np.linalg.norm(sample[i] - sample[i - 1])
        assert gap <= np.linalg.norm(d - draws[i - 1]) / (2 * np.sqrt(alpha)) + 1e-8
    mean = sample.mean(axis=0)
    scatter = np.sqrt(np.mean(np.sum((sample - mean)**2, axis=1)))
    total = np.sqrt(np.mean(np.sum((sample - truth)**2, axis=1)))
    free_bias = unconstrained(alpha, clean) - truth
    free_total = np.sqrt(free_bias @ free_bias
                         + eps**2 * np.sum((sv / (sv**2 + alpha))**2))
    if alpha == 1e-4:
        many = clean + eps * rng.standard_normal((2000, n_data))
        err = np.array([unconstrained(alpha, d) - truth for d in many])
        assert abs(np.sqrt(np.mean(np.sum(err**2, axis=1))) / free_total - 1) < 0.1
    table.append([np.linalg.norm(x_clean - truth), np.linalg.norm(mean - truth),
                  scatter, total, free_total])
table = np.array(table)
assert np.all(np.diff(clean_norms) < 1e-6)
assert clean_norms[0] <= np.linalg.norm(truth) + 1e-6
best = np.argmin(table[:, 3])
assert 0 < best < alphas.size - 1
assert table[0, 2] > table[-1, 2] and table[-1, 1] > table[best, 1]
print(f"Inversion: {n_data} data, {n_bins} bins, fields 0 and"
      f" {fields[1]:.1f} to {fields[-1]:.0f} T, bin width {dy:.4f} in ln mu")
print(f"Singular values of A: largest {sv[0]:.2f}, 10th {sv[9]:.2e}, 20th {sv[19]:.2e}")
print(f"Norm of true spectrum: {np.linalg.norm(truth):.4f} mS; noise draws: {len(draws)}")
print("alpha | clean bias | mean bias | scatter | total | total without x>=0 [mS]")
for a, row in zip(alphas, table):
    print(f"{a:7.0e} " + " ".join(f"{r:10.4f}" for r in row))

# ---- one recovered spectrum, alpha from the residual
noise = rng.standard_normal(n_data)
noise *= eps * np.sqrt(n_data) / np.linalg.norm(noise)
data = clean + noise


def misfit(log_alpha):
    r = A @ recover(10**log_alpha, data) - data
    return r @ r / eps**2 - n_data


log_alpha = brentq(misfit, -8, 2, xtol=1e-4)
x = recover(10**log_alpha, data)
print(f"Chosen alpha: {10**log_alpha:.3e}; squared residual / eps^2:"
      f" {misfit(log_alpha) + n_data:.2f}")
windows = {"fast electrons": mu < -0.28, "slow electrons": (mu < 0) & (mu > -0.28),
           "holes": mu > 0}
print("Window: conductivity true, found [mS]; density true, found [1e15 m^-2]")
for name, w in windows.items():
    dens = [np.sum(s[w] / np.abs(mu[w])) * 1e-3 / charge / 1e15 for s in (truth, x)]
    print(f"   {name}: {truth[w].sum():.4f}, {x[w].sum():.4f};"
          f" {dens[0]:.3f}, {dens[1]:.3f}")
w = windows["fast electrons"]
for name, s in (("true", truth), ("found", x)):
    p = s[w] / s[w].sum()
    ln = np.log(np.abs(mu[w]))
    centre = p @ ln
    print(f"Fast electrons, {name}: peak {s[w].max() / dy:.4f} mS per unit ln mu,"
          f" log-mean mobility {np.exp(centre):.4f} m^2/(V s),"
          f" log-width {np.sqrt(p @ (ln - centre)**2):.4f}")
print("OK")
```

Running it gives:

```
Model mobilities [m^2/(V s)]: [-0.8 -0.1  0.2]
Model conductivities [mS]: [0.6 0.3 0.1]  log-width: 0.3
Fields of the noise-free test [T]: [0. 1. 3. 9.]
Three sharp carriers, recovered mobilities [m^2/(V s)]: [-0.8 -0.1  0.2]
Sharp case, largest hidden carrier at -0.3 m^2/(V s): 0.0000 mS
Broad case, smallest eigenvalue of G: 1.745e-03 mS
Broad case, largest carrier at -0.8 m^2/(V s): 0.5807 mS
Broad case, largest carrier at -0.3 m^2/(V s): 0.1750 mS
Broad case, largest carrier at +0.5 m^2/(V s): 0.0369 mS
Alternative exact fit, mobility [m^2/(V s)] and conductivity [mS]:
      -0.9171   0.4962
      -0.0781   0.2320
      +0.2212   0.0969
      -0.3000   0.1750
Error of each datum: 0.001 mS
Full ripple, period 1 in ln mu, 1 mS Gaussian of width 1: max change xx 2.111e-04, xy 2.226e-04 mS
   formula for period 1: 2.226e-04 mS
Full ripple, period 2 in ln mu, 1 mS Gaussian of width 1: max change xx 2.673e-02, xy 2.829e-02 mS
Peak density C: 0.3989 mS; resolution in ln mu: 1.384 (mobility ratio 3.99)
Inversion: 41 data, 80 bins, fields 0 and 0.1 to 12 T, bin width 0.1771 in ln mu
Singular values of A: largest 30.38, 10th 5.02e-01, 20th 7.92e-03
Norm of true spectrum: 0.2768 mS; noise draws: 40
alpha | clean bias | mean bias | scatter | total | total without x>=0 [mS]
  1e-08     0.0086     0.0921     0.3225     0.3354    10.3493
  1e-06     0.0196     0.0908     0.2574     0.2729     1.0653
  1e-04     0.0324     0.0336     0.0561     0.0654     0.1226
  1e-02     0.0672     0.0654     0.0082     0.0659     0.1004
  1e+00     0.1756     0.1755     0.0010     0.1755     0.1786
  1e+02     0.2269     0.2269     0.0001     0.2269     0.2269
Chosen alpha: 3.643e-03; squared residual / eps^2: 41.00
Window: conductivity true, found [mS]; density true, found [1e15 m^-2]
   fast electrons: 0.6001, 0.6054; 4.898, 5.043
   slow electrons: 0.2999, 0.2962; 19.585, 19.898
   holes: 0.1000, 0.0987; 3.264, 3.154
Fast electrons, true: peak 0.7886 mS per unit ln mu, log-mean mobility 0.7999 m^2/(V s), log-width 0.3002
Fast electrons, found: peak 0.6327 mS per unit ln mu, log-mean mobility 0.7921 m^2/(V s), log-width 0.3321
OK
```
